# A Bernoulli-Weighted Face Flux for Ionized Dopants in Silicon

Boron-doped silicon with an arsenic-rich layer at its surface is heated to 1000 °C. Both dopants can move. Arsenic atoms are positive ions, boron atoms are negative ions, and the electron-rich layer sits at a higher electrostatic potential than the silicon below it. Boron that starts uniform therefore does not stay uniform: the field pulls it into the arsenic-rich side. If the potential were held fixed, the motion would end when diffusion back out balanced the drift inward. A simulation has to reproduce that balance between two opposing currents, even where the potential changes strongly from one mesh node to the next.

## Two nodes and one face

Let $C$ be the dopant concentration, $z$ its charge number (+1 for a donor, −1 for an acceptor), $\psi$ the potential and $V_T=kT/q$. Write $u=\psi/V_T$, with $u=0$ where the electron concentration $n$ equals the intrinsic value $n_i$. A dilute ion has chemical potential $kT\ln C+zq\psi$ plus a constant. Its flux is $-DC/(kT)$ times the gradient of this quantity:

$$J=-D\left(\frac{dC}{dx}+zC\frac{du}{dx}\right)=-D\,e^{-zu}\frac{d}{dx}\left(Ce^{zu}\right).$$

The second form follows from the product rule. It shows that zero flux requires $Ce^{zu}$ to be constant, which is the Boltzmann law.

Place the left node L in the arsenic-rich layer and the right node R just outside it, $h=0.5$ nm away. Take $10^{20}$ cm⁻³ of arsenic on the left only, $10^{18}$ cm⁻³ of boron on both sides, and $n_i=10^{19}$ cm⁻³. Assume for now that the silicon is neutral at every point and that carriers follow Boltzmann statistics, $n=n_ie^u$ and $p=n_ie^{-u}$. Then $n-p=C_{As}-C_B$ gives

$$2n_i\sinh u=C_{As}-C_B,\qquad u=\operatorname{asinh}\frac{C_{As}-C_B}{2n_i}.$$

The arguments are $4.95$ on the left and $-0.05$ on the right, so $u_L=2.3026$ and $u_R=-0.0500$. With $V_T=0.1097$ V the potential step is 0.258 V. For boron, $z=-1$, and the number that matters is

$$\Delta=z(u_R-u_L)=-(-0.0500-2.3026)=2.3526.$$

Now ask for boron in equilibrium with this potential. Keeping $C_R=10^{18}$ cm⁻³, the Boltzmann law requires $C_L=C_Re^{\Delta}=1.051\times10^{19}$ cm⁻³. A correct face flux must return zero for this pair.

The obvious discretization takes a difference for the gradient and an average for the concentration:

$$J_c=-\frac{D}{h}\left[C_R-C_L+\frac{\Delta}{2}(C_L+C_R)\right].$$

Boron diffuses through charged point defects, and its diffusivity is modelled here as $D_B=1.5\times10^{-14}(0.05+0.95\,e^{-u})$ cm²/s, where $e^{-u}=p/n_i$. At the mean potential $u=1.126$ this gives $5.37\times10^{-15}$ cm²/s, so $D/h=1.074\times10^{-7}$ cm/s. In units of $10^{18}$ cm⁻³ the bracket is $1-10.512+1.1763\times11.512=4.030$, and

$$J_c=-4.33\times10^{11}\ \text{cm}^{-2}\text{s}^{-1}.$$

The central flux drives boron further into the arsenic-rich side although the boron is already in equilibrium. Its error is easy to trace. Put $C_R=C_Le^{-\Delta}$ and expand:

$$\frac{J_c}{DC_L/h}=(1-e^{-\Delta})-\frac{\Delta}{2}(1+e^{-\Delta})$$
$$=\left(\Delta-\frac{\Delta^2}{2}+\frac{\Delta^3}{6}\right)-\left(\Delta-\frac{\Delta^2}{2}+\frac{\Delta^3}{4}\right)+\dots=-\frac{\Delta^3}{12}+\dots$$

The error is small for small steps only. The formula has a second fault: $C_L$ enters it with the factor $1-\Delta/2$, here $-0.176$. For $\Delta>2$, more boron on the left lowers the computed flow to the right.

## Solving the transport equation between the nodes

The cure is to let the concentration take the shape that the transport equation gives it. Between the nodes assume a constant flux $J$, a constant diffusivity $D_f$ and a linear $u$. Then $z\,du/dx=\Delta/h$, and

$$\frac{dC}{dx}+\frac{\Delta}{h}C=-\frac{J}{D_f}.$$

Multiply by $e^{\Delta x/h}$, which turns the left side into a single derivative, and integrate from $x=0$ to $x=h$:

$$C_Re^{\Delta}-C_L=-\frac{J}{D_f}\int_0^he^{\Delta x/h}dx=-\frac{J}{D_f}\,\frac{h}{\Delta}\left(e^{\Delta}-1\right).$$

Solving for $J$ gives

$$J=\frac{D_f}{h}\,\frac{\Delta}{e^\Delta-1}\left(C_L-e^\Delta C_R\right).$$

Define the Bernoulli function $B(x)=x/(e^x-1)$, with $B(0)=1$. Multiplying numerator and denominator by $e^x$ where needed,

$$B(-x)=\frac{-x}{e^{-x}-1}=\frac{x\,e^x}{e^x-1}=e^xB(x),$$

so the flux becomes

$$\boxed{J=\frac{D_f}{h}\left[B(\Delta)C_L-B(-\Delta)C_R\right]}$$

This is the Scharfetter–Gummel flux. Both weights are positive. The first term is a one-way flux to the right, the second a one-way flux to the left. Numerical integration of the differential equation with this $J$, for $\Delta=-6,-0.5,0,3,6$, $C_L=1$ and $C_R=0.3$, reached the right-hand value within $4\times10^{-11}$.

For the boron pair, $B(\Delta)=0.2473$ and $B(-\Delta)=2.5999$. The one-way fluxes are

$$1.074\times10^{-7}\times0.2473\times1.051\times10^{19}=2.79\times10^{11},$$
$$1.074\times10^{-7}\times2.5999\times10^{18}=2.79\times10^{11},$$

both in cm⁻² s⁻¹. They balance, and the computed difference is zero to the last bit. That last detail is luck of rounding; the guarantee is the weaker one derived below.

The actual anneal starts with uniform boron, $C_L=C_R=C$. Here a second identity helps:

$$B(-x)-B(x)=(e^x-1)B(x)=x.$$

It gives $J=-D_fC\Delta/h=-2.53\times10^{11}$ cm⁻² s⁻¹, a pure drift flux into the arsenic-rich side.

Two limits show what the weights do. For small $x$, $B(x)\approx1-x/2$, and the central flux returns. For large positive $\Delta$, $B(-\Delta)\approx\Delta$ while $B(\Delta)\approx\Delta e^{-\Delta}$. If the two concentrations are comparable, the flux is then $-D_f\Delta C_R/h$: ions drift left, and the node they come from sets the flux. Near equilibrium, however, $C_L$ exceeds $C_R$ by a factor of about $e^\Delta$, and the tiny weight $B(\Delta)$ carries half of the balance. It must be computed with good relative accuracy, however small it is.

## Why a varying diffusivity does no harm to equilibrium

The diffusivity depends on the carrier concentration and so varies across the face. Going back to the second form of the flux, divide by $De^{-zu}$ and integrate:

$$J\int_0^h\frac{e^{zu}}{D}\,dx=C_Le^{zu_L}-C_Re^{zu_R}.$$

The integral is positive for any positive $D$. The flux is therefore zero if and only if the right side is zero, which is $C_R=C_Le^{-\Delta}$. The choice of face diffusivity affects how fast equilibrium is approached, not where it lies. Taking $D_f$ at the mean potential, as above, is an approximation to the rate. For uniform boron on the example face, with $u$ linear, the integral gives $-3.22\times10^{11}$ cm⁻² s⁻¹ instead of $-2.53\times10^{11}$, so the approximate rate is about 22% too small there. The error shrinks as the potential step per cell does, and mesh refinement must show whether it is small enough.

## Evaluating the weights

Typing $x/(e^x-1)$ directly loses digits at small $x$, because $e^x$ is rounded near 1 before 1 is subtracted. At $x=10^{-9}$ the relative error is $8\times10^{-8}$. A safe evaluation uses the library function $\operatorname{expm1}(y)=e^y-1$, which avoids that subtraction. With $a=|x|>0$,

$$g=\frac{a}{-\operatorname{expm1}(-a)},\qquad B(x)=\begin{cases}g\,e^{-a},&x>0\\ g,&x<0.\end{cases}$$

For $x<0$ this is the definition with $x=-a$; for $x>0$ it is the identity $B(a)=e^{-a}B(-a)$. No positive exponent occurs, so nothing overflows. Against 50-digit arithmetic at sampled values with $10^{-12}\le|x|\le700$, the largest relative error in 300 points was $2.0\times10^{-16}$. Denser sampling finds errors up to about $3\times10^{-16}$, so the accuracy is of the order of the machine epsilon $\varepsilon=2.2\times10^{-16}$, not always below it.

How small should the equilibrium flux be? Take the stored $u_L$ and $u_R$ as data, and let $\hat\Delta$ be the computed difference. Rounding gives $|\hat\Delta-\Delta|\le|\Delta|\varepsilon/2$ for $z=\pm1,\pm2$, since multiplying by these is free of rounding. The ratio of the one-way fluxes is

$$\frac{B(\hat\Delta)C_L}{B(-\hat\Delta)C_R}=e^{-\hat\Delta}e^{\Delta}(1+\text{a few }\varepsilon)=1+(\Delta-\hat\Delta)+\text{a few }\varepsilon.$$

The factor $g$ is common to both weights and cancels. The net flux, relative to a one-way flux, should thus stay below a few $\varepsilon$ plus $|\Delta|\varepsilon/2$. This is the meaning of "zero to rounding error": the absolute flux may be a large number if the two opposing fluxes are huge.

The limit $\varepsilon(10+|\Delta|/2)$ was tested on 20,000 random steps for each of $z=1,-1,2$, with $|\Delta|$ up to 650. The worst residual was 0.50 of the limit. For fixed steps at 1000 °C and $z=1$, the largest relative residuals in 2000 samples were:

| Step (V) | $\Delta$ | Stable $B$ | $B(\Delta)$ by subtraction |
|---|---|---|---|
| 0.1 | 0.91 | $3.5\times10^{-16}$ | $4.4\times10^{-16}$ |
| 1 | 9.1 | $1.2\times10^{-15}$ | $2.1\times10^{-13}$ |
| 10 | 91 | $4.4\times10^{-16}$ | 1.0 |
| 60 | 547 | $4.1\times10^{-16}$ | 1.0 |

The larger voltages test the arithmetic and do not occur in this anneal. The stable residual shows no steady growth down the table, but this is no evidence against the term $|\Delta|\varepsilon/2$. The sampled potentials lie near $\pm\Delta/2$. In the last two rows their floating-point spacing is half that of $\Delta$, so both the sum that forms $u_R$ and the difference that recovers $\Delta$ are free of rounding. The random test places its potentials in the same way and so seldom strains that term at large steps. With less favourable potentials, the estimate allows about $6\times10^{-14}$ at $\Delta=547$, which is still negligible.

The last column shows a false economy: computing $B(\Delta)$ as $B(-\Delta)-\Delta$. The identity is true, but once $e^{-\Delta}$ falls below $\varepsilon$, near $\Delta=36$ or 4 V here, $B(-\Delta)$ and $\Delta$ agree to about the last stored digit. The small weight is lost, and one of the two opposing fluxes disappears.

The guarantee also has a range. All exponentials and products must remain normal double-precision numbers, which fails for $|\Delta|$ somewhat above 700. If the concentrations are computed from differently rounded potentials, an extra error of order $\varepsilon|zu|$ enters.

## From one face to a mesh

On a uniform mesh with closed ends, let $J_{j+1/2}$ be the boxed flux between nodes $j$ and $j+1$. Each cell obeys

$$\frac{dC_j}{dt}=\frac{J_{j-1/2}-J_{j+1/2}}{h},$$

with zero flux at both ends. What leaves one cell enters its neighbour, so the dose is conserved. In a steady state all face fluxes are equal, and since the end fluxes vanish, all of them vanish. Then $C_{j+1}=C_je^{-\Delta_{j+1/2}}$ at every face, and multiplying these relations along the mesh gives $C_j\propto e^{-zu_j}$. The discrete steady state at fixed potential is the Boltzmann profile and nothing else. A singular-value decomposition of the flux matrix confirmed this for 25 nodes with random potentials, $|u|\le2$, and random face diffusivities spanning a factor of 100. The null vector matched the Boltzmann profile within a relative error of $5\times10^{-14}$.

For time stepping, write the system as $dC/dt=-AC$ and use backward Euler, $(I+\delta t\,A)C^{new}=C^{old}$. Concentrations then stay nonnegative for any $\delta t>0$. To see this, let $M=I+\delta t\,A$ and let $w_{ij}\ge0$ be the rate from cell $i$ to cell $j$. For any vector $v$,

$$(M^Tv)_i=v_i+\delta t\sum_jw_{ij}(v_i-v_j).$$

Suppose $M^Tv\ge0$, and take $i$ where $v$ is smallest. The sum is then not positive, so $v_i\ge(M^Tv)_i\ge0$, and all of $v$ is nonnegative. Hence $M^T$ has a nonnegative inverse, and so has $M$. The argument rests on the positive Bernoulli weights; the central flux lacks them for $|\Delta|>2$.

When both dopants move, one time step reads:

1. Compute $u$ at every node from the present net doping.
2. Evaluate both diffusivities at the mean potential of each face.
3. Form $\Delta$ with $z=+1$ for arsenic and $z=-1$ for boron.
4. Solve one tridiagonal system for each dopant.

The potential is taken from the start of the step, so the time step must be checked by refinement.

## A 30-second anneal

Let the arsenic layer be 50 nm deep in a 150 nm domain. Boron starts at $10^{18}$ cm⁻³ throughout. The arsenic diffusivity is $1.5\times10^{-15}+1.0\times10^{-15}\,n/n_i$ in cm²/s. Cells are 0.5 nm wide and time steps are 0.05 s.

After 30 s boron has a peak of $1.29\times10^{18}$ cm⁻³ near 50 nm and a dip of $6.8\times10^{17}$ cm⁻³ near 62 nm. Their ratio is 1.88. The final potentials at the same two points would give about 5 in Boltzmann equilibrium, so the boron is far from balance. In this model a longer anneal would not bring it closer as long as the edge region stays far from the boundaries: the profiles stretch, but their heights stay the same, for a reason given in the last section. The zero-flux property and the positive weights together fix the direction of the flux at each face; they do not mean that the anneal reaches equilibrium.

Halving the cell width and quartering the time step changed the boron profile by at most 0.1% of its initial value. An adaptive integration with central fluxes on the original mesh differed by at most 0.06%. The central flux is thus adequate for this final profile, despite its false flux at the initial edge. A likely reason, not tested separately, is that the edge soon spreads over many cells and the step per cell becomes small.

With the drift term removed and the diffusivity law kept, boron stayed uniform within rounding error. The dip in this model therefore comes from the field, not from the variation of $D$ alone.

## How far to trust the numbers

The parameters are rough values in the regime of an arsenic-doped emitter over a boron-doped base. The intrinsic concentration $10^{19}$ cm⁻³ is rounded up: a common fit for silicon gives about $7\times10^{18}$ cm⁻³ at 1000 °C, and with the diffusivity laws unchanged that value lowers the dip by about 4% and leaves the peak almost the same. The result is a model calculation, and several of its assumptions fail to some degree in real silicon.

Neutrality fails at the abrupt edge. The Debye length is 1.9 nm in intrinsic material and 0.8 nm in the arsenic layer, both longer than a cell. Solving Poisson's equation instead lowers the largest initial step per cell from 0.258 V to 0.047 V on this mesh (the continuum solution gives 0.044 V across the same 0.5 nm), so the large step of the two-node example is a product of assumed neutrality. After 30 s the dip is 8% higher than in the neutral model, and the peak 1% lower.

Electron degeneracy shifts the potential in the arsenic layer by about 0.14 $kT/q$ at leading order. Including that correction, with $e^u$ in place of $n/n_i$ in the arsenic diffusivity, lowers the dip by 0.6%. This simple shift is accurate only where $n\gg p$; neutrality solved with the full Fermi–Dirac integral gives 0.9%. Either way the effect is below 1%.

Implantation damage can leave excess point defects that speed up diffusion. Multiplying both diffusivities by an assumed factor of 10 changes the peak and dip heights by 0.2% or less. This looks surprising but follows from scaling. In the neutral model, $u$ and $D$ depend on local concentrations only, and an abrupt edge far from the boundaries has no length of its own. The profiles then depend on distance from the edge divided by $\sqrt t$, and faster diffusion acts like a longer time. Heights stay fixed while distances grow by $\sqrt{10}$, which would move the dip from about 12 nm to about 38 nm beyond the original edge. Real damage varies with depth and time and need not affect both dopants equally.

Boron and arsenic ions also attract each other and form pairs. A screened Coulomb energy at the silicon bond length, about 0.40 eV, suggests roughly 0.3 paired boron atoms per free one in the arsenic layer. This is an order of magnitude at best, since a bulk dielectric constant is doubtful at that distance, but it warns that pairing may alter the boron profile more than degeneracy does. Arsenic clustering, band-gap narrowing and loss of dopant at the surface are left out and not sized. The full set of values is in the numerical output.

## Computed values

```
Machine epsilon: 2.220e-16
B(x), worst relative error: 1.99e-16
Naive B at x=1e-09, relative error: 8.22e-08
Transport equation, end-value error: 3.9e-11
Worst residual / rounding bound: 0.504
Central error / step^3, small step: -0.08292
Mesh null vector, relative error: 4.9e-14
T = 1273.15 K, kT/q = 0.10971 V
Step(V)  Delta   stable     subtractive  central/(D C_L/h)
  0.1    0.911  3.49e-16   4.41e-16   -0.04084
  1.0    9.115  1.22e-15   2.10e-13   -3.558
 10.0   91.148  4.43e-16   1.00e+00   -44.57
 60.0  546.888  4.09e-16   1.00e+00   -272.4
n_i = 1.0e+19, As = 1.0e+20, B = 1.0e+18 cm^-3
As edge 50 nm, domain 150 nm, time 30 s
Boron D at p=n_i: 1.50e-14 cm2/s, neutral part 0.05
Arsenic D: 1.50e-15 + 1.00e-15 n/n_i cm2/s
Cell 0.50 nm, time step 0.050 s
Edge u_L = 2.3026, u_R = -0.0500, Delta = 2.3526
Edge potential step: 0.2581 V
B(Delta) = 0.24731, B(-Delta) = 2.59988
Face boron D: 5.370e-15 cm2/s
Equilibrium boron C_L = 1.0512e+19, C_R = 1.0000e+18 cm^-3
One-way flux: 2.7924e+11 cm^-2 s^-1
Net Bernoulli flux: 0.00e+00 cm^-2 s^-1
False central flux: -4.3278e+11 cm^-2 s^-1
Central left weight 1-Delta/2: -0.1763
Initial flux, uniform boron: -2.5268e+11 cm^-2 s^-1
Boron peak: 1.287e+18 cm^-3 at 49.75 nm
Boron dip: 6.849e+17 cm^-3 at 61.75 nm
Peak/dip ratio: 1.879
Boltzmann ratio, same two points: 5.133
First cell with As < B: 63.75 nm
Largest relative dose error: 1.1e-14
Refinement change / initial boron: 0.0010
Central-method change / initial boron: 0.0006
No-drift change / initial boron: 5.1e-15
Poisson: peak 1.275e+18, dip 7.396e+17 cm^-3
degenerate: peak 1.287e+18, dip 6.805e+17 cm^-3
10x diffusion: peak 1.288e+18, dip 6.836e+17 cm^-3
Largest initial cell step with Poisson: 0.0472 V
Debye length: intrinsic 1.88, n+ 0.84 nm
Nc (mass 1.1): 2.53e+20 cm^-3, n/Nc = 0.395
Degeneracy shift: 0.140 kT
Pair energy 0.40 eV, excess paired/free B 0.29
```
